\section*{Noise strength and electronic heat source in two-temperature molecular dynamics}

\section{The strength of the noise}

\noindent\textbf{Q:} Atoms in a collision cascade lose energy to electrons, so you add a friction force. Why add a random force as well?

\noindent\textbf{A:} Friction alone would cool the lattice to rest, however hot the electrons were. Electrons at temperature $T_e$ must also be able to heat the atoms. I therefore write, for atom $i$ of mass $m_i$ in any potential $U$,
\begin{equation}
m_i\dot{\mathbf v}_i=\mathbf F_i-\gamma_i\mathbf v_i+\boldsymbol\eta_i(t),\qquad
\langle\eta_{ia}(t)\eta_{jb}(t')\rangle=S_i\,\delta_{ij}\delta_{ab}\,\delta(t-t'),
\label{eq:langevin}
\end{equation}
with $\mathbf F_i=-\partial U/\partial\mathbf r_i$, Cartesian components $a,b$, and $\gamma_i>0$ in kg/s. The noise is Gaussian with zero mean. This assumes isotropic friction without memory, and electrons that thermalize fast enough to have a local temperature.

\medskip\noindent\textbf{Q:} $S_i$ is so far a free number. What fixes it?

\noindent\textbf{A:} The demand that atoms in contact with electrons at a uniform, constant $T_e$ can rest in the Boltzmann distribution at that same $T_e$. To use it I need the equation for the phase-space density $f$. In a time $dt$ each velocity component changes by
\begin{equation}
dv=\frac{F-\gamma v}{m}\,dt+\frac{\sqrt S}{m}\,dW,\qquad \langle dW\rangle=0,\quad dW^2=dt,
\end{equation}
where $dW$ is independent of the velocity at the start of the step. Expanding a smooth function $\varphi(x,v)$ to first order in $dt$, which needs second order in $dv$, gives
\begin{equation}
\frac{d\langle\varphi\rangle}{dt}=\Big\langle v\,\partial_x\varphi+\frac{F-\gamma v}{m}\,\partial_v\varphi+\frac{S}{2m^2}\,\partial_v^2\varphi\Big\rangle .
\end{equation}
Writing the averages as integrals over $f$ and moving the derivatives onto $f$ by parts yields the Fokker--Planck equation, summed over all components:
\begin{equation}
\partial_t f=\sum\Big\{-v\,\partial_xf-\frac Fm\,\partial_vf+\partial_v\Big[\frac{\gamma v}{m}f+\frac{S}{2m^2}\partial_vf\Big]\Big\}.
\label{eq:fp}
\end{equation}

\medskip\noindent\textbf{Q:} Does an anharmonic $U$ not spoil the balance?

\noindent\textbf{A:} No. Insert $f=e^{-H/kT_e}$ with $H=\sum mv^2/2+U$. Then $\partial_xf=(F/kT_e)f$ and $\partial_vf=-(mv/kT_e)f$, so the first two terms are $-vFf/kT_e+vFf/kT_e=0$ for any $U$. The bracket becomes $(\gamma-S/2kT_e)\,vf/m$, and its derivative leaves
\begin{equation}
\partial_tf=\sum\frac1m\Big(\gamma-\frac{S}{2kT_e}\Big)\Big(1-\frac{mv^2}{kT_e}\Big)f .
\end{equation}
This must vanish for all velocities. Since each component has its own $v^2$, every coefficient must vanish separately:
\begin{equation}
S_i=2\gamma_i kT_e .
\label{eq:fdt}
\end{equation}
The mass does not appear, and each atom may have its own friction. A test on a harmonic chain with unequal masses and frictions reproduces the Boltzmann covariances to rounding error. If $T_e$ varies in space, there is no common equilibrium to appeal to; using the local $T_e$ in (\ref{eq:fdt}) is then an assumption of local balance.

\medskip\noindent\textbf{Q:} A computer cannot apply a delta function. What force do I put into a time step $\Delta t$?

\noindent\textbf{A:} The impulse $\int\eta\,dt$ over the step has variance $S\Delta t$. A constant force with the same impulse has variance $S\Delta t/\Delta t^2=2\gamma kT_e/\Delta t$. If you draw $R$ uniformly from $[-1,1]$, then $\langle R^2\rangle=1/3$, and the force is $R\sqrt{6\gamma kT_e/\Delta t}$.

Take a model metal with $m=60$~u and $m/\gamma=2$~ps, so that $\gamma=4.98\times10^{-14}$~kg/s. At $T_e=1000$~K and $\Delta t=1$~fs the root-mean-square force per component is
\begin{equation}
\sqrt{\frac{2\,(4.98\times10^{-14}\,\mathrm{kg/s})\,k\,(1000\,\mathrm K)}{10^{-15}\,\mathrm s}}=1.17\ \mathrm{nN}=0.73\ \mathrm{eV/\mathring{A}} .
\end{equation}
It grows as $\Delta t^{-1/2}$, so it must be recomputed whenever the step is changed.

\medskip\noindent\textbf{Q:} Is the temperature then right at finite $\Delta t$?

\noindent\textbf{A:} Not in the simplest scheme. For a free atom let $h=\gamma\Delta t/m$. The explicit step multiplies $v$ by $1-h$ and adds a random part of variance $(\Delta t/m)^2\,2\gamma kT_e/\Delta t=2hkT_e/m$. In the steady state
\begin{equation}
\langle v^2\rangle\big[1-(1-h)^2\big]=\frac{2hkT_e}{m}
\quad\Rightarrow\quad
\frac{m\langle v^2\rangle}{kT_e}=\frac{2h}{2h-h^2}=\frac1{1-h/2}.
\end{equation}
For $h=0.1$ this is 1.053, and a simulation with uniform random numbers gives 1.054. For the free atom the error disappears if friction and noise are integrated over the step at fixed $T_e$; with forces, the integration of the motion still leaves a time-step error of its own. With $c=e^{-h}$ the accumulated noise has variance
\begin{equation}
\frac{S}{m^2}\int_0^{\Delta t}e^{-2\gamma s/m}ds=\frac{S}{2\gamma m}(1-c^2)=\frac{kT_e}{m}(1-c^2),
\end{equation}
so the update is $v\to cv+\sqrt{(1-c^2)kT_e/m}\;\xi$, with $\xi$ a standard normal number.

\section{The source in the heat equation}

\noindent\textbf{Q:} Friction removes a power $\gamma v^2$ from an atom. Is that not the heat the electrons receive?

\noindent\textbf{A:} It is one half of the account; the noise does work too. For one atom the kinetic energy $K=mv^2/2$ changes by $m\mathbf v\cdot d\mathbf v+\tfrac m2d\mathbf v\cdot d\mathbf v$. The second term survives because $dW^2=dt$ in each of three components:
\begin{equation}
dK=\mathbf F\cdot\mathbf v\,dt-\gamma v^2dt+\sqrt S\,\mathbf v\cdot d\mathbf W+\frac{3S}{2m}\,dt .
\label{eq:ito}
\end{equation}
The term with $d\mathbf W$ averages to zero. By (\ref{eq:fdt}) the last term is $3\gamma kT_e/m$ per unit time, a heating that acts even on an atom at rest. The force $\mathbf F$ moves energy among the atoms and does not involve the electrons. What the bath gives to the atoms is taken from the electrons, so in a cell of volume $V$
\begin{equation}
C_e\frac{\partial T_e}{\partial t}=\nabla\cdot(\kappa\nabla T_e)+\frac1V\sum_{i\in V}\gamma_i\Big(v_i^2-\frac{3kT_e}{m_i}\Big),
\label{eq:heat}
\end{equation}
on average over the noise. Here $C_e$ is the electronic heat capacity per volume and $\kappa$ the electronic conductivity. I have assumed that $U$ does not depend on $T_e$; otherwise there would be a further exchange of energy.

\medskip\noindent\textbf{Q:} Can the source be written as $g(T_a-T_e)$, with a single coupling constant $g$?

\noindent\textbf{A:} For $N$ atoms of one species define $T_a$ by $\tfrac32NkT_a=\sum\tfrac12mv_i^2$, with velocities in the laboratory frame, because the friction acts on those velocities. Then $\sum v_i^2=3NkT_a/m$, and the source is
\begin{equation}
\frac{\gamma}{V}\Big(\frac{3NkT_a}{m}-\frac{3NkT_e}{m}\Big)=g(T_a-T_e),\qquad g=\frac{3Nk\gamma}{mV}.
\label{eq:g}
\end{equation}
Friction and coupling constant are thus one parameter, not two. With $n=N/V=85$ atoms/nm$^3$ we have $3nk=3.52\times10^6$~J/(m$^3$\,K), and dividing by $m/\gamma=2$~ps gives $g=1.76\times10^{18}$~W/(m$^3$\,K).

\medskip\noindent\textbf{Q:} In a single run the noise work is not at its average. Is energy conserved then?

\noindent\textbf{A:} Not step by step if you use (\ref{eq:g}). To conserve it up to the time-step error of the motion, give the electrons minus the actual change of kinetic energy in the friction--noise update. I did this for 200 harmonic cells of 64 atoms, with $C_e=10^6$~J/(m$^3$\,K), during 1.2~ps. The electrons received $1.955\times10^9$~J/m$^3$, while the integral of $g(T_a-T_e)$ was $1.941\times10^9$~J/m$^3$, a difference of 0.7\% of the latter.

The scatter to expect follows from the noise term in (\ref{eq:ito}). Its variance per cell is $\sum S\langle v^2\rangle t=6N\,kT_e\,kT_a\,\gamma t/m$. With $\gamma t/m=0.6$ and time averages near $T_a=2600$~K and $T_e=1700$~K, the mean over 200 cells scatters by about $2\times10^3$~K in units of $k$. The heat per cell is $54.5\times1955\approx1.07\times10^5$~K in the same units, where 54.5 is the cell's electronic heat capacity divided by $k$. The expected scatter is therefore about 2\%, and the difference lies within it.

\medskip\noindent\textbf{Q:} The kinetic energy of a damped atom decays at $2\gamma/m$. Do the two temperatures approach each other at that rate?

\noindent\textbf{A:} Not in a solid. In a harmonic lattice whose vibrations are fast compared with the exchange, potential energy equals kinetic energy on average, so the lattice heat capacity is $C_l=3nk$, twice that of free atoms. Without conduction and with constant $C_e$,
\begin{equation}
C_l\dot T_a=-g(T_a-T_e),\qquad C_e\dot T_e=g(T_a-T_e).
\end{equation}
Dividing by the heat capacities and subtracting,
\begin{equation}
\frac{d}{dt}(T_a-T_e)=-\lambda(T_a-T_e),\qquad \lambda=g\Big(\frac1{C_e}+\frac1{C_l}\Big).
\end{equation}
For $C_e\to\infty$ the electrons stay at fixed temperature and $\lambda\to g/C_l=\gamma/m$. For free atoms $C_l$ is halved and the rate $2\gamma/m$ returns.

In the simulation the lattice starts at 3000~K and the electrons at 300~K. These values serve to test the formulas: a harmonic lattice cannot melt, whereas real metals of about this mass (Ni, Co, Cu) melt below 1800~K, and their $C_e$ is not constant over such a range. Here $\lambda=1.76+0.50=2.26$~ps$^{-1}$, far below the lowest vibrational frequency of 30~rad/ps. Adding the two equations shows that $C_lT_a+C_eT_e$ is constant, so the common final temperature is
\begin{equation}
\frac{1.00\times300+3.52\times3000}{1.00+3.52}\ \mathrm K\approx2403\ \mathrm K .
\end{equation}
At 0.3~ps the simulation gives $T_a=2710$~K and $T_e=1334$~K, against 2706 and 1335~K from the formula. At the three times compared, the largest deviation is 13~K, or 0.5\% of the initial gap.

\section{Fast atoms}

\noindent\textbf{Q:} Suppose I add electronic stopping for fast atoms only, without extra noise. Does that not break your balance?

\noindent\textbf{A:} It does. Let $\gamma_p$ be the friction matched by noise and let $\gamma_s$ be added above a threshold speed $v_c$. Energy conservation adds the source $V^{-1}\sum_{v_i>v_c}\gamma_sv_i^2$ to (\ref{eq:heat}), but the stationary distribution changes. For free atoms it follows from zero flux in velocity space. With $\gamma(v)$ the total friction,
\begin{equation}
\frac{\gamma(v)}{m}\mathbf vf+\frac{\gamma_pkT_e}{m^2}\nabla_vf=0
\quad\Rightarrow\quad
\frac{d\ln f}{dv}=-\frac{\gamma(v)}{\gamma_p}\frac{mv}{kT_e}.
\label{eq:flux}
\end{equation}
With $y=mv^2/2kT_e$, $y_c$ its value at threshold and $r=\gamma_s/\gamma_p$, this gives $f\propto e^{-y}$ below threshold and $f\propto e^{-y-r(y-y_c)}$ above it. The fast tail is depleted.

\medskip\noindent\textbf{Q:} How much does this cool the lattice?

\noindent\textbf{A:} Take the scalar product of the flux condition with $m\mathbf v$ and integrate. Since $\int\mathbf v\cdot\nabla_vf\,d^3v=-3$ by parts for normalized $f$, we get $\langle\gamma(v)v^2\rangle=3\gamma_pkT_e/m$. The net exchange with the electrons vanishes, yet the temperatures differ: splitting off the part with $\gamma_s$,
\begin{equation}
\frac{T_a}{T_e}=1-\frac{2r}{3}\,\langle y\rangle_{y>y_c},
\end{equation}
where the average counts only atoms above threshold and is not renormalized. For $y_c\gg1$ the normalized density in $y$ is close to $(2/\sqrt\pi)\,y^{1/2}e^{-y_c-(1+r)(y-y_c)}$ above threshold. Setting $y\approx y_c$ in the powers and integrating the exponential gives
\begin{equation}
1-\frac{T_a}{T_e}\approx\frac{4}{3\sqrt\pi}\,\frac{r}{1+r}\,y_c^{3/2}e^{-y_c}.
\end{equation}
For $r=2$ and $y_c=10$ this is $7.2\times10^{-4}$; full quadrature gives $7.6\times10^{-4}$. For free atoms the deficit is already 4\% at $y_c=5$ and 30\% at $y_c=2$; a direct simulation confirms the latter. The threshold energy must therefore be many times $kT_e$ at the highest $T_e$ reached. In a solid the deficit can be larger, because forces between the atoms refill the depleted tail and the extra friction then acts on more atoms. The power balance still holds. If the forces keep the velocities Maxwellian and the deficit is small, the factor $1/(1+r)$ drops out of the estimate, which for $r=2$ makes the deficit about three times as large.

\medskip\noindent\textbf{Q:} What does one fast atom do to the electrons?

\noindent\textbf{A:} Far above threshold the noise is negligible. Between collisions $\dot v=-\Gamma v$ with $\Gamma=(\gamma_p+\gamma_s)/m$. Dividing by $\dot x=v$ gives $dv/dx=-\Gamma$: speed falls linearly with distance. An atom entering with energy $E_0$ and speed $u$ leaves in a path $L$ the energy
\begin{equation}
\Delta E=E_0\Big[1-\Big(1-\frac{\Gamma L}{u}\Big)^2\Big].
\end{equation}
Take $m/\gamma_s=1$~ps, so $\Gamma=0.5+1.0=1.5$~ps$^{-1}$, and a 10~keV atom with $u=179.3$~nm/ps crossing a cubic cell of edge $L=3$~nm without a collision. In a dense metal so long a free path is an idealization, which serves here to isolate the electronic loss. Then $\Gamma L/u=0.0251$ and $\Delta E\approx496$~eV, deposited in 17~fs. Divided by $C_eL^3$, this heats the cell's electrons by about 2900~K if conduction is left out. With $\kappa=50$~W/(m\,K), for example, heat spreads over about $\sqrt{\kappa t/C_e}\approx0.9$~nm in those 17~fs, so the rise averaged over the cell is lower, while close to the track the local rise exceeds 2900~K. These figures assume a constant $C_e$ and a local electronic temperature, which is doubtful on so short a time.

That figure belongs to the cell as much as to the metal. For small loss $\Delta E\propto L$ while the volume grows as $L^3$, so the rise without conduction scales as $L^{-2}$.

\section{Small electronic cells}

\noindent\textbf{Q:} Then $T_e$ itself responds to each random kick. You derived (\ref{eq:fdt}) for constant $T_e$. Does it survive?

\noindent\textbf{A:} Safely, if the cell's heat capacity $C=C_eV$ is large compared with $k$; otherwise the answer depends on how $T_e$ is defined. Consider a closed cell of total energy $E$, so that the electrons hold $E-H$. Define their entropy $\mathcal S(E-H)$ as $k$ times the logarithm of their density of states, and $T_e$ by $\mathcal S'=1/T_e$. With this definition the microcanonical density of the atoms is $G=e^{\mathcal S/k}$. Now $T_e$ depends on velocity:
\begin{equation}
\partial_vG=-\frac{mv}{kT_e}G,\qquad \partial_vT_e=-\frac{mv}{C}.
\end{equation}
With the noise evaluated at the start of each step, the diffusion coefficient $\gamma kT_e/m^2$ stands inside the derivative. For a friction $\gamma'$, zero flux requires
\begin{equation}
\frac{\gamma'v}{m}G=-\frac{\gamma k}{m^2}\,\partial_v(T_eG)=\frac{\gamma v}{m}\Big(1+\frac kC\Big)G ,
\end{equation}
hence $\gamma'=\gamma(1+k/C)$. If the friction is left at $\gamma$, the same condition is solved by $G/T_e$ instead. Both densities depend on $H$ alone, so the mechanical motion preserves them. Which of them is microcanonical depends on the definition of $\mathcal S$. If $e^{\mathcal S/k}$ counts instead all electronic states below the given energy, the density of states is its energy derivative, proportional to $G/T_e$, and the uncorrected friction is the right one. An example is a classical bath with eight quadratic degrees of freedom: equipartition gives it the energy $4kT_e$, so $C=4k$, and its density of states grows as the third power of its energy, like $G/T_e$. The correction $k/C$ is thus of the same order as the ambiguity in the temperature of a small system.

\medskip\noindent\textbf{Q:} Would I notice? The temperatures should still agree.

\noindent\textbf{A:} That check does not test for $G$: the average temperatures can agree in the uncorrected scheme and differ for the density $G$. Take free atoms with six velocity components and constant $C=4k$. Then $G\propto(E-K)^4$, with $K$ now the total kinetic energy, and the velocity-space volume contributes $K^2$. The mean of $K/E$ is $3/8=0.375$ for $G$ and $3/7=0.429$ for $G/T_e$. Simulations give 0.377 with corrected friction and 0.427 without. In the uncorrected case $kT_a=2K/6$ averages to $E/7$, and $kT_e=(E-K)/4$ also averages to $E/7$, although the sampled distribution is $G/T_e$ and not $G$. For the density $G$ the two averages are $E/8$ and $5E/32$; they differ by the factor $1+k/C=5/4$.

In the model metal $k/C$ is 1.8\% for the 64-atom cell and 0.05\% for the 3~nm cell. The cells of an electronic grid should not be made so small that $k/C$ becomes appreciable, since the friction and the meaning of $T_e$ are then both uncertain at that order. The limit is most severe where $C_e$ is small. In real metals $C_e$ falls roughly in proportion to $T_e$ at low temperature; free electrons, one per atom at this density, give $C_e\approx2\times10^4$~J/(m$^3$\,K) at 300~K and $k/C\approx0.9$ for the 64-atom cell. The numerical output lists the model parameters and the simulation results.

\section*{Table of computed values}
\begin{verbatim}
atomic mass = 60 u
number density = 85 atoms/nm^3
m/gamma_p = 2.0 ps
m/gamma_s = 1.0 ps
gamma_p = 4.9816e-14 kg/s
electronic heat capacity Ce = 1.000e+06 J/(m^3 K)
lattice heat capacity Cl = 3.5207e+06 J/(m^3 K)
coupling g = 1.7603e+18 W/(m^3 K)
noise example: Te = 1000 K, step = 1 fs
rms random force per component = 1.1728 nN
same rms force = 0.7320 eV/angstrom
chain covariance maximum error = 2.0e-14 (model units)
explicit step gamma*dt/m = 0.1
uniform noise T/Te: simulation 1.0535, formula 1.0526
MD: 200 cells, 64 atoms each, step 3.0 fs
MD site and bond frequencies = 30, 10 rad/ps
MD cell volume = 0.7529 nm^3
MD cell electronic heat capacity / k = 54.54
initial Ta = 3000 K, initial Te = 300 K
relaxation rate = 2.2603 1/ps
relaxation time = 0.4424 ps
final common temperature = 2402.7 K
t=0.3 ps: Ta MD 2710, formula 2706 K; Te MD 1334, formula 1335 K
t=0.6 ps: Ta MD 2554, formula 2557 K; Te MD 1873, formula 1861 K
t=1.2 ps: Ta MD 2429, formula 2442 K; Te MD 2255, formula 2263 K
heat to electrons, MD exchange = 1.9551e+09 J/m^3
heat to electrons, integrated g(Ta-Te) = 1.9408e+09 J/m^3
stopping ratio gamma_s/gamma_p = 2.0
threshold 2 kTe: Ta/Te = 0.701406, deficit = 2.99e-01
threshold 5 kTe: Ta/Te = 0.957784, deficit = 4.22e-02
threshold 10 kTe: Ta/Te = 0.999243, deficit = 7.57e-04
threshold 2 kTe: simulated Ta/Te = 0.7006
small cell: C/k = 4, velocity components = 6
plain friction kinetic fraction: simulation 0.4272, formula 0.4286
corrected friction kinetic fraction: simulation 0.3769, microcanonical 0.3750
fast atom energy = 10.0 keV
fast atom speed = 179.34 nm/ps
cell edge = 3.0 nm
3 nm cell electronic heat capacity / k = 1956
total friction rate = 1.50 1/ps
crossing time = 16.94 fs
energy loss in cell = 495.6 eV
electronic temperature rise = 2941 K
\end{verbatim}
